# The hidden surface kinetic energy of a minimum-image pair Jastrow

**Q:** I am running variational Monte Carlo for electrons in a periodic cube of side $L$. My Jastrow factor depends on the minimum-image distance between two electrons, so it is periodic and continuous. I see no reason to cut it off. A cutoff would just throw away correlation.

**A:** Continuity of the wave function is not enough, because the kinetic energy involves its second derivatives. What does your function do when the separation leaves the cell through one face and re-enters through the opposite one?

**Q:** The distance is the same on both sides, so nothing happens. Can you show me a problem in a case simple enough to check?

**A:** Take two electrons of opposite spin, in Hartree atomic units. Their spatial ground state is symmetric and can be chosen positive. A common translation of both electrons commutes with the Hamiltonian and keeps a positive function positive. It therefore multiplies this nondegenerate state by 1, and the total momentum is zero. The state depends on $\mathbf r=\mathbf r_1-\mathbf r_2$ alone.

Since $\nabla_1=\nabla$ and $\nabla_2=-\nabla$ when acting on a function of $\mathbf r$, the two kinetic terms add:

$$-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2=-\nabla^2,\qquad H=-\nabla^2+v(\mathbf r).$$

Here $v$ is the periodic Coulomb (Ewald) potential with zero average over the cell. I omit the constant self-image energy, which shifts all energies equally.

Now put $\psi=e^{J(r)}$, with $r$ the minimum-image distance. The separation lives in the Wigner-Seitz cell, the cube $|x|,|y|,|z|\le L/2$. Inside it,

$$\nabla\psi=J'\,\hat{\mathbf r}\,\psi,\qquad \nabla^2\psi=\left(J''+\frac{2J'}{r}+J'^2\right)\psi .$$

The middle term comes from $\nabla\cdot\hat{\mathbf r}=2/r$. Look at the face $x=L/2$. Just inside, $\partial_x\psi=J'(r)\,(L/2r)\,\psi$. Just beyond it, the minimum image sits at $x=-L/2$, with the same $r$ but the opposite sign of $x$, so $\partial_x\psi=-J'(r)\,(L/2r)\,\psi$. With $\hat{\mathbf n}$ the outward normal, $\hat{\mathbf n}\cdot\hat{\mathbf r}=L/2r$, and the derivative jumps by

$$-2J'(r)\,(\hat{\mathbf n}\cdot\hat{\mathbf r})\,\psi .$$

The derivative of a jump is a delta function. Hence

$$-\nabla^2\psi=-(\nabla^2\psi)_{\rm reg}+w\,\delta_S\,\psi,\qquad w=2J'(r)\,(\hat{\mathbf n}\cdot\hat{\mathbf r}),$$

where "reg" means the formula valid inside the cell, and $\delta_S$ is the delta function on the boundary, each pair of identified faces being counted once.

**Q:** But that boundary has zero volume. My walkers never land on it.

**A:** That is the difficulty. A sampled point lies on the surface with probability zero, but the integral of a delta function over it is finite. Multiply by $\psi$, integrate and normalize. Three pairs of faces with weight $2J'$ are the same as six faces with weight $J'$, so the missing energy is

$$S=\frac{\oint J'(r)\,(\hat{\mathbf n}\cdot\hat{\mathbf r})\,\psi^2\,dA}{\int\psi^2\,d^3r},\qquad E_{\rm true}=E_{\rm naive}+S .$$

$E_{\rm naive}$ is the average of the pointwise local energy $v-(\nabla^2\psi)_{\rm reg}/\psi$.

**Q:** A delta function acting on a kinked function makes me uneasy. Is $E_{\rm true}$ really the energy, or did you define it to be?

**A:** The same result follows without delta functions. Integrate $\nabla\cdot(\psi\nabla\psi)=|\nabla\psi|^2+\psi\nabla^2\psi$ over the inside of the cell and use the divergence theorem:

$$\int|\nabla\psi|^2\,d^3r=-\int\psi(\nabla^2\psi)_{\rm reg}\,d^3r+\oint\psi\,\hat{\mathbf n}\cdot\nabla\psi\,dA .$$

The last integral, divided by the norm, is $S$. For a periodic function with a continuous gradient, opposite faces cancel in it. For yours they add.

The left side is the kinetic energy to which the variational principle applies. To see this, round off the kink in a layer of thickness $\varepsilon$. The gradient stays bounded there, so $\int|\nabla\psi|^2$ changes by an amount of order $\varepsilon$. The rounded function obeys the usual bound, and letting $\varepsilon\to0$ carries the bound over to the kinked one. The pointwise Laplacian form has no such protection.

The electron-electron cusp at $r=0$ adds no surface term: a small sphere around it has flux $4\pi\varepsilon^2J'(0)\psi^2$, which vanishes with its radius.

**Q:** Then which way does the error go?

**A:** On every face $\hat{\mathbf n}\cdot\hat{\mathbf r}>0$, so the sign of $J'$ on the boundary decides. Repulsion usually makes $J$ grow with distance. Then $J'>0$, $S>0$, and the naive energy is too low. If $J'<0$ there, it is too high. If $J'$ changes sign over the boundary, the weighted integral decides.

**Q:** Too low compared with the true energy of my trial function. That is not the same as being below the exact ground state.

**A:** Correct; the second statement needs numbers. Take $L=4$ bohr and the Padé form

$$J=\frac{r}{2(1+br)},\qquad J'=\frac{(1+br)-br}{2(1+br)^2}=\frac{1}{2(1+br)^2}.$$

Its slope at contact is $J'(0)=1/2$. The term $-2J'/r$ in the local energy then cancels the $1/r$ of the repulsion. The slope never reaches zero. At the face centre, for $b=1$ bohr$^{-1}$, it is $1/(2\cdot3^2)=0.0556$ bohr$^{-1}$. Quadrature gives, in hartree:

| $b$ (bohr$^{-1}$) | naive | true | $S$ |
|---|---:|---:|---:|
| 0.25 | −0.2818 | 0.0018 | 0.2836 |
| 0.5 | −0.1499 | −0.0147 | 0.1352 |
| 1 | −0.0663 | −0.0139 | 0.0524 |
| 2 | −0.0250 | −0.0077 | 0.0173 |
| 4 | −0.0083 | −0.0032 | 0.0051 |

For $b=1$ the pointwise kinetic energy is $-0.0472$, already impossible for an expectation value of $-\nabla^2$. Adding $S$ gives $-0.0472+0.0524=0.0052$, the gradient value. With the potential energy $-0.0192$, the true total is $0.0052-0.0192=-0.0140$, which agrees with the table to rounding.

**Q:** And the exact energy?

**A:** It can be enclosed. Diagonalizing $H$ in plane waves gives an upper bound of $-0.0178$ hartree. Enlarging the basis from index cutoff 8 to 14 lowers it by about $7\times10^{-6}$ hartree.

For a lower bound, let $E_0$ be the exact ground energy and let $\varepsilon_1$ lie above $E_0$ but not above the first excited level. Every eigenvalue of $(H-E_0)(H-\varepsilon_1)$ is then nonnegative. Take its expectation value in a normalized function for which $H\psi$ is square integrable (no kink on any surface; the point cusp at $r=0$ is allowed), mean energy $E<\varepsilon_1$ and variance $\sigma^2$. Since $\langle H^2\rangle=E^2+\sigma^2$,

$$\sigma^2+(E-E_0)(E-\varepsilon_1)\ge0\quad\Rightarrow\quad E_0\ge E-\frac{\sigma^2}{\varepsilon_1-E}.$$

This is Temple's inequality. Replacing $v$ by its minimum lowers every level, so I may take $\varepsilon_1=(2\pi/L)^2+v_{\min}$. The lowest value of $v$ found is $-0.2005$ hartree, at the cell corner, which gives $\varepsilon_1=2.2669$ hartree. A smooth trial function with $E=-0.0129$ hartree and $\sigma^2=0.0240$ hartree$^2$ then yields

$$E_0\ge-0.0129-\frac{0.0240}{2.2669+0.0129}=-0.0234\ \text{hartree}.$$

So $-0.0234\le E_0\le-0.0178$ hartree, apart from small quadrature errors. The naive energies for $b\le2$ in the table lie below this interval. The one for $b=4$ lies above it, although it too is below its own true value. A naive energy can therefore break the variational bound but need not, and one that looks reasonable proves nothing.

**Q:** Would an actual Monte Carlo run give any warning?

**A:** A Metropolis run for $b=1$, with both electrons moved and 240,000 samples, gives $-0.0668\pm0.0003$ hartree from the pointwise local energy. That agrees with the quadrature of the wrong expression. The error bar measures statistical scatter and knows nothing of an omitted surface. The same walkers with the gradient form give $-0.0145\pm0.0006$ hartree. The difference between the two estimators is the warning; by quadrature it is $0.0524$ hartree, or $1.43$ eV.

The missing term can also be located without assuming the formula for $S$. Put $\psi$ on a periodic lattice of spacing $h$ that has points on the boundary, and use ordinary second differences. On the plane $x=L/2$ both neighbours have the same value, so

$$-\frac{2\psi(L/2-h)-2\psi(L/2)}{h^2}\approx\frac{2\,\partial_x\psi}{h}.$$

This grows as $1/h$, while a plane of lattice points represents a volume proportional to $h$. The product stays finite. The share of the boundary planes, extrapolated to zero spacing, is $0.0524$ hartree, in agreement with $S$.

**Q:** My optimizer minimizes the energy. Surely that would steer it away from bad functions?

**A:** It can steer towards them. The delta term belongs to $H\psi$. Dropping it means that you evaluate

$$E_{\rm naive}=\frac{\langle\psi|H'|\psi\rangle}{\langle\psi|\psi\rangle},\qquad H'=H-w\,\delta_S .$$

For $J'>0$ on the boundary, this is a Hamiltonian with an attractive sheet that does not exist, and its strength $w$ is set by your own Jastrow parameters. In the table the naive energy falls steadily as $b$ decreases and the slope grows. The true energy is lowest, among these five values, at $b=0.5$, and rises again at $b=0.25$.

There need not even be a floor. Consider a ring of length $L$ with $H=-d^2/dx^2$, whose exact ground energy is zero, and $\psi=e^{ax^2}$ for $|x|\le L/2$, with $a>0$. From $\psi'=2ax\psi$ follows $\psi''=(2a+4a^2x^2)\psi$, so

$$E_{\rm naive}=-2a-4a^2\langle x^2\rangle\le-2a ,$$

which has no lower limit as $a$ grows. The gradient form gives $+4a^2\langle x^2\rangle\ge0$.

Minimizing the sampled variance is no safeguard either, since that is the variance of $H'$. For the family $e^{ax^2}$ it happens to pick the exact state $a=0$. But on the same ring $\psi=\cosh kx$ has the constant pointwise local energy $-k^2$, so its sampled variance is zero for every $k$, although it is kinked and the exact energy is zero. The true variance of a kinked function is infinite: a delta of width $\varepsilon$ has height of order $w/\varepsilon$, and its square integrates to order $w^2/\varepsilon$.

**Q:** Then I will use diffusion Monte Carlo afterwards. It projects out the ground state whatever trial function I start from.

**A:** It projects out the ground state of the operator it is given. Let $\Phi$ be the projected state and $f=\psi\Phi$ the walker density. At zero time step, the usual algorithm with drift and branching obeys

$$\partial_\tau f=\nabla^2f-\nabla\cdot(2f\,\nabla\ln\psi)-(E_L-E_T)f,$$

where $E_T$ is the trial energy that controls the population and $E_L=v-(\nabla^2\psi)_{\rm reg}/\psi$. Insert $f=\psi\Phi$. The first term is

$$\nabla^2f=\psi\nabla^2\Phi+2\nabla\psi\cdot\nabla\Phi+\Phi\nabla^2\psi .$$

In the second, $f\,\nabla\ln\psi=\Phi\nabla\psi$, so

$$\nabla\cdot(2\Phi\nabla\psi)=2\nabla\Phi\cdot\nabla\psi+2\Phi\nabla^2\psi .$$

Their difference is $\psi\nabla^2\Phi-\Phi\nabla^2\psi$, with the full Laplacian, because the drift really does reverse at the boundary. The branching term returns only the regular part, $+\Phi(\nabla^2\psi)_{\rm reg}$. What fails to cancel is

$$-\Phi\left[\nabla^2\psi-(\nabla^2\psi)_{\rm reg}\right]=+w\,\delta_S\,\psi\,\Phi .$$

Dividing by $\psi$ leaves $\partial_\tau\Phi=-(H'-E_T)\Phi$. The energy converges to $E_0'$, the ground energy of $H'$.

For $w>0$ this energy lies below both the naive variational energy and the exact energy. First, $E_0'\le E_{\rm naive}$, because $E_{\rm naive}$ is an expectation value of $H'$. Secondly, use the exact normalized ground state $\Phi_0$ of $H$ as a trial function for $H'$:

$$E_0'\le E_0-\int w\,\delta_S\,\Phi_0^2\,d^3r<E_0 .$$

In our two-electron problem, diffusion Monte Carlo with the pointwise local energy therefore ends below the exact energy whenever $J'>0$ on the whole boundary. That includes $b=4$, where the naive variational energy was above it.

**Q:** Can you show that in a case with a closed answer?

**A:** The ring will do. The slope is $J'(L/2)=aL$, so $w=2aL$ at the single boundary point. Away from that point, the even bound state of $H'$ is $\Phi=\cosh kx$ with energy $-k^2$. Integrating $-\Phi''-w\delta\Phi=-k^2\Phi$ across the point gives

$$\Phi'(L/2^-)-\Phi'(L/2^+)=w\,\Phi(L/2).$$

The two derivatives are $\pm k\sinh(kL/2)$, so $2k\sinh(kL/2)=2aL\cosh(kL/2)$, or

$$k\tanh\frac{kL}{2}=aL .$$

For $L=4$ bohr and $a=0.25$ bohr$^{-2}$ the right side is $1$ bohr$^{-1}$. The solution is $k=1.0327$ bohr$^{-1}$, with energy $-1.0664$ hartree. The naive variational energy is $-1.0313$, the gradient energy $+0.5313$, and the exact energy zero. The numerical check checks the diffusion limit by diagonalizing the drift-diffusion-branching operator on a lattice; it does not run random walkers for this part.

**Q:** These are tiny systems. I have many electrons, a Slater determinant and twisted boundary conditions. Won't twist averaging remove an effect of the cell boundary?

**A:** No. Let $\Psi=D\,e^{\sum_{i<j}J(r_{ij})}$, where the determinant $D$ satisfies the twisted boundary conditions and has a continuous gradient across the boundary. Consider one pair whose separation crosses a face. Both $\nabla_i^2\Psi$ and $\nabla_j^2\Psi$ contain $-2J'(\hat{\mathbf n}\cdot\hat{\mathbf r})\Psi\,\delta_S$; reversing the coordinate reverses a first derivative but not a second. Multiplying each by $-\tfrac12$ and adding gives the same term as before. Summing over pairs,

$$S=\sum_{i<j}\oint J'(r)\,(\hat{\mathbf n}\cdot\hat{\mathbf r})\,\rho_{ij}(\mathbf r)\,dA,$$

where $\rho_{ij}$ is the normalized probability density of the pair separation. The twist can change $\rho_{ij}$, but a density is never negative. If $J'>0$ on the boundary, no twist gives a negative contribution, so the average cannot cancel.

**Q:** Then I will use a larger cell. The slope at the boundary becomes small.

**A:** The slope falls, but the surface and the number of pairs grow. Suppose $J=-A/r$ near the boundary, up to a constant, so that $J'=A/r^2$. By Gauss's law the flux does not depend on the size of the cube:

$$\oint\frac{A}{r^2}\,\hat{\mathbf n}\cdot\hat{\mathbf r}\,dA=4\pi A .$$

Assume that pairs this far apart are uncorrelated in a uniform system, so that $\rho_{ij}=1/V$ with $V$ the cell volume. There are $N(N-1)/2$ pairs, and with density $n=N/V$

$$\frac SN=\frac{N-1}{2}\,\frac{4\pi A}{V}\;\longrightarrow\;2\pi nA\qquad(N\to\infty).$$

At fixed density and fixed $A$, the error per electron tends to a constant. Your Padé form is of this kind: for $br\gg1$ it becomes $1/(2b)-1/(2b^2r)$, so $A=1/(2b^2)$.

For the electron gas, the random-phase choice is $A=1/\omega_p$, with plasma frequency $\omega_p=\sqrt{4\pi n}$. Since $2\pi n=\omega_p^2/2$, the loss is $\omega_p/2$ per electron. At the density of our cell, $n=2/4^3=0.03125$ bohr$^{-3}$, this gives $0.627/2=0.313$ hartree per electron. This is an estimate under the uniform-density assumption, not a many-electron simulation. A tail that falls faster than $1/r$ would give an error per electron that vanishes with cell size.

**Q:** All right. I will adjust the parameters so that $J'(L/2)=0$.

**A:** That fixes the six face centres. The rest of the boundary reaches from $r=L/2$ out to the corners at $\sqrt3L/2$, here from 2 to 3.46 bohr. Since $\hat{\mathbf n}\cdot\hat{\mathbf r}$ is nowhere zero on it, a radial $J$ needs $J'=0$ over that whole range.

Take $J=r/2-r^2/(2L)$ as a counterexample. Its slope $1/2-r/L$ vanishes at $L/2$ and is negative beyond. The naive energy is $+0.140$ hartree, the true one $-0.004$, and $S=-0.144$. The error now has the opposite sign, as $J'<0$ requires.

**Q:** So I do need a cutoff, with $J$ constant from the inscribed sphere outwards?

**A:** That is one sufficient cure, provided the slope is continuous where the constant begins. Otherwise you merely move the delta function from the cube to the sphere. With $c=L/2$, a suitable form is

$$J=(r-c)^3(\alpha+\beta r)\quad(r<c),\qquad J=0\quad(r\ge c).$$

The cubic factor makes $J$, $J'$ and $J''$ vanish at $c$. Differentiating,

$$J'=3(r-c)^2(\alpha+\beta r)+\beta(r-c)^3,\qquad J'(0)=3c^2\alpha-c^3\beta .$$

Setting $J'(0)=1/2$ gives $\beta=3\alpha/c-1/(2c^3)$ and leaves $\alpha$ free. In our cell the optimum is $\alpha=0.0683$ bohr$^{-3}$. Both kinetic forms then give the same total energy, $-0.0129$ hartree, above the exact one as it must be. This is the smooth function I used for the lower bound.

**Q:** But your table has a true energy of $-0.0147$ for the kinked function with $b=0.5$. That is lower, and you say it is a valid bound. So I was right that the cutoff throws away correlation.

**A:** For these two forms in this small cell, yes: the kinked function has the better true energy. You may keep it for variational work if you use the gradient form for the kinetic energy, also while optimizing. You then lose the cancellation of $1/r$ at contact. With a determinant there is a further cost: at distance $d$ from a node the gradient estimator grows as $d^{-2}$ while the sampled density falls as $d^2$, so its mean is finite but its variance diverges, and the usual error bars are unreliable. This cost can be avoided by using the gradient form for the Jastrow factor only. Write $\Psi=De^U$ with real $D$, and integrate $e^{2U}|\nabla D|^2$ by parts. No surface term arises, because $e^{2U}$ and $\nabla D$ are continuous, and the cross terms cancel: $\int|\nabla\Psi|^2=\int e^{2U}\left(-D\nabla^2D+D^2|\nabla U|^2\right)$. The estimator $\sum_i\left(-\tfrac12\nabla_i^2D/D+\tfrac12|\nabla_iU|^2\right)$ therefore has the true mean and grows at most as $d^{-1}$ at a node, so its variance is finite. Moreover, the pointwise local energy stays unusable for diffusion Monte Carlo.

To recover correlation in the corners without a kink, add to the cut-off function a smooth periodic function of the separation, such as a sum of cosines with the wave vectors of the cell. Its gradient is continuous across every face, so it adds no surface term. Adding cosines to the uncut Padé function would in general leave the kink in place.

The condition to check is $\hat{\mathbf n}\cdot\nabla J=0$ on the whole Wigner-Seitz boundary for a minimum-image Jastrow, or more generally a gradient that is continuous under periodic translation. A cutoff is one way to satisfy it. Continuity of $J$ alone does not.

## Calculated quantities

```
cell side L = 4.0 bohr; inscribed radius = 2.0 bohr
corner distance = 3.4641 bohr
plane-wave energy, index cutoff 8  = -0.017818 hartree
plane-wave energy, index cutoff 14 = -0.017825 hartree (343 functions)
minimum of Ewald potential = -0.20048 hartree
lower bound on first excited level = 2.26692 hartree
Temple lower bound on exact energy = -0.023411 hartree
Pade Jastrow: b (1/bohr), naive, true, surface term S (hartree)
  b=0.25   -0.281826    0.001789    0.283615
  b=0.50   -0.149851   -0.014676    0.135175
  b=1.00   -0.066333   -0.013931    0.052403
  b=2.00   -0.025004   -0.007740    0.017264
  b=4.00   -0.008272   -0.003195    0.005078
b=1: J'(L/2) = 0.055556 1/bohr
b=1: pointwise kinetic energy = -0.047165 hartree
b=1: gradient kinetic energy  = 0.005237 hartree
b=1: potential energy         = -0.019168 hartree
b=1: S in eV = 1.4259 eV
b=1: naive minus plane-wave energy = -0.048508 hartree
lattice kinetic energy, 128 points per side = 0.005236 hartree
lattice boundary-plane share, 64 points  = 0.052867 hartree
lattice boundary-plane share, 128 points = 0.052637 hartree
boundary-plane share extrapolated = 0.052407 hartree
Monte Carlo samples = 240000
Monte Carlo naive energy    = -0.06675 +/- 0.00028 hartree
Monte Carlo gradient energy = -0.01448 +/- 0.00057 hartree
cutoff Jastrow: optimal alpha = 0.06830 bohr^-3
cutoff Jastrow: pointwise energy = -0.012874 hartree
cutoff Jastrow: gradient energy  = -0.012874 hartree
cutoff Jastrow: local-energy variance = 0.024022 hartree^2
parabola, zero slope only at L/2: naive = 0.140150 hartree
parabola: true = -0.004203, S = -0.144353 hartree
reversed Pade b=1: pointwise kinetic = 0.052395 hartree
reversed Pade b=1: gradient kinetic  = 0.006530 hartree
ring: a = 0.25 bohr^-2, L = 4.0 bohr, k = 1.03267 1/bohr
ring: naive variational energy = -1.03126 hartree
ring: gradient energy = 0.53126 hartree
ring: diffusion limit, matrix  = -1.06641 hartree
ring: diffusion limit, formula = -1.06641 hartree
flux of 1/r tail / (4 pi) = 1.00000000
density = 0.03125 bohr^-3, plasma frequency = 0.62666 hartree
estimated large-N loss per electron = 0.31333 hartree
```
